# Charge self-regulation of a d shell and oxidation states from occupations: verification in Python

```python
"""Charge self-regulation of a d shell in an octahedral p-d cluster.

Result under test: with m formal d electrons, m eigenvalues of the d occupation
matrices equal one, the others are covalent fractions w, and the total d charge
N_d obeys dN_d/dm = (1 - w_pi) / (1 + U_eff * chi), so it hardly follows m.
Symbols: gap = (d level) - (p level); t_sigma, t_pi = couplings of e_g and t2g
orbitals to their ligand combinations; w = d weight of a filled bonding orbital;
chi = -dN_d/dgap at fixed m; U_eff = on-site minus metal-ligand repulsion.
Energies in eV, lengths in angstrom. The p level is the zero of energy.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

# Model inputs
BOND = 2.0                  # metal-ligand distance
V_SIGMA, V_PI = -1.5, 0.75  # Slater-Koster p-d hoppings
U_SITE = 15.0               # d level shift per d electron
GAP_REF, N_REF = 4.0, 4.0   # gap at the reference d charge
N_LIG_REF = 35.0            # ligand electrons at the reference (39 in total)
Z_VALENCE = 5               # valence electrons of the neutral metal atom

DIRECTIONS = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                       [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)
V_INTER = sc.e / (4 * np.pi * sc.epsilon_0 * BOND * sc.angstrom)
# Potential at one ligand of one electron spread over six: five others + itself
distances = np.linalg.norm(DIRECTIONS[1:] - DIRECTIONS[0], axis=1)
OTHERS = V_INTER * np.sum(1 / distances) / 6
U_LIG_MATCHED = 6 * (V_INTER - OTHERS)


def hopping_matrix(directions):
    """5 x 18 Slater-Koster matrix; d orbital i is the form n.Q_i.n."""
    forms = np.zeros((5, 3, 3))
    for i, (a, b) in enumerate([(0, 1), (1, 2), (0, 2)]):
        forms[i, a, b] = forms[i, b, a] = np.sqrt(3) / 2
    forms[3] = np.diag([np.sqrt(3) / 2, -np.sqrt(3) / 2, 0])
    forms[4] = np.diag([-0.5, -0.5, 1.0])
    hop = np.zeros((5, 18))
    for j, n in enumerate(directions):
        for k, e in enumerate(np.eye(3)):
            e_perp = e - (e @ n) * n
            for i, q in enumerate(forms):
                hop[i, 3 * j + k] = (V_SIGMA * (n @ q @ n) * (n @ e)
                                     + V_PI * 2 * (e_perp @ q @ n) / np.sqrt(3))
    return hop


HOP = hopping_matrix(DIRECTIONS)


def occupation_matrices(h, m):
    """d occupation matrices (up, down); m extra electrons, all spin up."""
    _, c = np.linalg.eigh(h)
    up = np.clip(18 + m - np.arange(23), 0, 1)
    down = np.clip(18 - np.arange(23), 0, 1)
    d = c[:5]
    return (d * up) @ d.T, (d * down) @ d.T


def cluster_hamiltonian(gap):
    return np.block([[gap * np.eye(5), HOP], [HOP.T, np.zeros((18, 18))]])


def level_gap(n_d, m, u_site=U_SITE, u_lig=U_LIG_MATCHED):
    n_lig = 36 + m - n_d
    shell = OTHERS + u_lig / 6
    return (GAP_REF + (u_site - V_INTER) * (n_d - N_REF)
            + (V_INTER - shell) * (n_lig - N_LIG_REF))


def cluster_scf(m):
    """Self-consistent d charge from diagonalization of all 23 orbitals."""
    n_d = N_REF
    for _ in range(500):
        up, down = occupation_matrices(cluster_hamiltonian(level_gap(n_d, m)), m)
        new = np.trace(up) + np.trace(down)
        if abs(new - n_d) < 1e-12:
            break
        n_d += 0.1 * (new - n_d)
    assert abs(new - n_d) < 1e-10
    return n_d, np.linalg.eigvalsh(up), np.linalg.eigvalsh(down)


# Reduced formulas
T_SIGMA, T_PI = np.sqrt(3) * abs(V_SIGMA), 2 * abs(V_PI)


def weight(gap, t):
    return 0.5 * (1 - gap / np.sqrt(gap**2 + 4 * t**2))


def charge(gap, m):
    return m + (6 - m) * weight(gap, T_PI) + 4 * weight(gap, T_SIGMA)


def reduced_scf(m, **kw):
    return brentq(lambda n: charge(level_gap(n, m, **kw), m) - n, 0, 10,
                  xtol=1e-13)


def chi(gap, m):
    def one(t):
        return 2 * t**2 / (gap**2 + 4 * t**2)**1.5
    return (6 - m) * one(T_PI) + 4 * one(T_SIGMA)


def slope(m):
    gap = level_gap(reduced_scf(m), m)
    return (1 - weight(gap, T_PI)) / (1 + (U_SITE - V_INTER) * chi(gap, m))


# Octahedral reduction of the hopping matrix
assert np.allclose(HOP @ HOP.T, np.diag([T_PI**2] * 3 + [T_SIGMA**2] * 2))

print(f"bond length {BOND:.1f} angstrom; V_pd_sigma {V_SIGMA} eV; V_pd_pi {V_PI} eV")
print(f"t_sigma {T_SIGMA:.3f} eV; t_pi {T_PI:.3f} eV")
print(f"U on site {U_SITE:.1f} eV; V metal-ligand {V_INTER:.2f} eV; "
      f"U_eff {U_SITE - V_INTER:.2f} eV")
print(f"matched ligand on-site repulsion {U_LIG_MATCHED:.2f} eV")
print(f"reference gap {GAP_REF} eV at N_d {N_REF} and {N_LIG_REF} ligand electrons")
print(f"metal valence electrons {Z_VALENCE}")

# Self-consistent series of oxidation states
N, GAP = {}, {}
for m in (3, 2, 1, 0):
    n_d, eig_up, eig_down = cluster_scf(m)
    N[m], GAP[m] = n_d, level_gap(n_d, m)
    assert abs(n_d - reduced_scf(m)) < 1e-8
    wp, ws = weight(GAP[m], T_PI), weight(GAP[m], T_SIGMA)
    assert np.allclose(eig_up, np.sort([1.0] * m + [wp] * (3 - m) + [ws] * 2))
    assert np.allclose(eig_down, np.sort([wp] * 3 + [ws] * 2))
    eigs = np.concatenate([eig_up, eig_down])
    ones = int(np.sum(eigs > 0.9))
    assert ones == m and GAP[m] > 0
    print(f"m={m}: N_d {n_d:.3f}, gap {GAP[m]:.3f} eV, w_pi {wp:.3f}, "
          f"w_sigma {ws:.3f}, ligand electrons {36 + m - n_d:.3f}")
    print(f"     eigenvalues near one {ones}, oxidation state +{Z_VALENCE - ones}, "
          f"sum lambda(1-lambda) {np.sum(eigs * (1 - eigs)):.3f}")

# Charge balance from m=3 to m=0, frozen part from the full cluster
frozen = sum(np.trace(x) for x in
             occupation_matrices(cluster_hamiltonian(GAP[3]), 0))
lost, returned = N[3] - frozen, N[0] - frozen
by_sigma = 4 * (weight(GAP[0], T_SIGMA) - weight(GAP[3], T_SIGMA))
by_pi = 6 * (weight(GAP[0], T_PI) - weight(GAP[3], T_PI))
assert abs(lost - 3 * (1 - weight(GAP[3], T_PI))) < 1e-8
assert abs(returned - by_sigma - by_pi) < 1e-8
drop = N[3] - N[0]
assert drop < 0.25 * 3
print(f"m 3->0: d charge lost at frozen level {lost:.3f}, returned {returned:.3f}")
print(f"   returned by sigma orbitals {by_sigma:.3f}, by pi orbitals {by_pi:.3f}")
print(f"   net d loss {drop:.3f}, ligand loss {3 - drop:.3f} electrons")
print(f"   net d loss per formal electron {drop / 3:.3f}")

# Regulation law against finite differences of the full cluster
for m in (2.5, 0.5):
    h = 1e-3
    numeric = (cluster_scf(m + h)[0] - cluster_scf(m - h)[0]) / (2 * h)
    assert abs(numeric - slope(m)) < 1e-5
    gap = level_gap(reduced_scf(m), m)
    print(f"m={m}: gap {gap:.3f} eV, 1-w_pi {1 - weight(gap, T_PI):.3f}, "
          f"chi {chi(gap, m):.3f} per eV")
    print(f"     dN_d/dm formula {slope(m):.4f}, finite difference {numeric:.4f}")

# Cause: strength of the feedback
drops = []
for u_eff in (0.0, 2.0, 4.0, 8.0, 16.0):
    kw = dict(u_site=V_INTER + u_eff)
    drops.append(reduced_scf(3, **kw) - reduced_scf(0, **kw))
    print(f"U_eff {u_eff:4.1f} eV: d loss for m 3->0 {drops[-1]:.3f} electrons")
assert np.all(np.diff(drops) < 0) and drops[0] > 2.5

# Sensitivity to the ligand repulsion
for u_lig in (15.0, 22.0):
    a, b = reduced_scf(3, u_lig=u_lig), reduced_scf(0, u_lig=u_lig)
    print(f"ligand repulsion {u_lig:.0f} eV: N_d(m=3) {a:.3f}, N_d(m=0) {b:.3f}")

# Counting theorem without symmetry: distorted cluster, random p-p hopping
rng = np.random.default_rng(7)
bent = DIRECTIONS + 0.15 * rng.normal(size=(6, 3))
bent /= np.linalg.norm(bent, axis=1)[:, None]
pp = 0.2 * rng.normal(size=(18, 18))
dd = 0.2 * rng.normal(size=(5, 5))
hop = hopping_matrix(bent)
h_low = np.block([[GAP[3] * np.eye(5) + dd + dd.T, hop], [hop.T, pp + pp.T]])
for m in range(6):
    eig = np.linalg.eigvalsh(occupation_matrices(h_low, m)[0])
    assert np.sum(np.abs(eig - 1) < 1e-10) == m
    if m == 3:
        print("distorted cluster, m=3, spin-up eigenvalues "
              + " ".join(f"{x:.4f}" for x in eig))

# Empty outer ligand orbital: eigenvalue near one instead of equal to one
tau, above = 1.0, 10.0
e_out = GAP[3] + above
h3 = np.array([[0, T_PI, 0], [T_PI, GAP[3], tau], [0, tau, e_out]])
vec = np.linalg.eigh(h3)[1]
occ = np.sum(vec[1, :2]**2)
leak = (tau / (above - T_PI**2 / e_out))**2
assert abs((1 - occ) / leak - 1) < 0.05  # leading order in tau/above
print(f"outer orbital {above:.0f} eV above d, coupling {tau:.0f} eV: "
      f"eigenvalue {occ:.4f}, estimate {1 - leak:.4f}")

# Negative gap: covalent eigenvalues approach one although m=0
neg = -4.0
eig = np.linalg.eigvalsh(occupation_matrices(cluster_hamiltonian(neg), 0)[0])
assert np.allclose(eig, np.sort([weight(neg, T_PI)] * 3
                                + [weight(neg, T_SIGMA)] * 2))
assert eig.min() > 0.75
print(f"gap {neg:.0f} eV, m=0: e_g eigenvalue {eig[0]:.3f}, t2g {eig[-1]:.3f}")

print("checks complete")
```

It prints:

```
bond length 2.0 angstrom; V_pd_sigma -1.5 eV; V_pd_pi 0.75 eV
t_sigma 2.598 eV; t_pi 1.500 eV
U on site 15.0 eV; V metal-ligand 7.20 eV; U_eff 7.80 eV
matched ligand on-site repulsion 19.23 eV
reference gap 4.0 eV at N_d 4.0 and 35.0 ligand electrons
metal valence electrons 5
m=3: N_d 4.025, gap 4.191 eV, w_pi 0.093, w_sigma 0.186, ligand electrons 34.975
     eigenvalues near one 3, oxidation state +2, sum lambda(1-lambda) 0.860
m=2: N_d 3.816, gap 2.564 eV, w_pi 0.175, w_sigma 0.279, ligand electrons 34.184
     eigenvalues near one 2, oxidation state +3, sum lambda(1-lambda) 1.382
m=1: N_d 3.698, gap 1.641 eV, w_pi 0.260, w_sigma 0.349, ligand electrons 33.302
     eigenvalues near one 1, oxidation state +4, sum lambda(1-lambda) 1.871
m=0: N_d 3.621, gap 1.043 eV, w_pi 0.336, w_sigma 0.402, ligand electrons 32.379
     eigenvalues near one 0, oxidation state +5, sum lambda(1-lambda) 2.299
m 3->0: d charge lost at frozen level 2.720, returned 2.316
   returned by sigma orbitals 0.862, by pi orbitals 1.454
   net d loss 0.404, ligand loss 2.596 electrons
   net d loss per formal electron 0.135
m=2.5: gap 3.249 eV, 1-w_pi 0.867, chi 0.417 per eV
     dN_d/dm formula 0.2041, finite difference 0.2041
m=0.5: gap 1.315 eV, 1-w_pi 0.701, chi 1.055 per eV
     dN_d/dm formula 0.0759, finite difference 0.0759
U_eff  0.0 eV: d loss for m 3->0 2.700 electrons
U_eff  2.0 eV: d loss for m 3->0 1.184 electrons
U_eff  4.0 eV: d loss for m 3->0 0.713 electrons
U_eff  8.0 eV: d loss for m 3->0 0.395 electrons
U_eff 16.0 eV: d loss for m 3->0 0.208 electrons
ligand repulsion 15 eV: N_d(m=3) 4.026, N_d(m=0) 3.855
ligand repulsion 22 eV: N_d(m=3) 4.024, N_d(m=0) 3.488
distorted cluster, m=3, spin-up eigenvalues 0.0936 0.1731 1.0000 1.0000 1.0000
outer orbital 10 eV above d, coupling 1 eV: eigenvalue 0.9900, estimate 0.9897
gap -4 eV, m=0: e_g eigenvalue 0.805, t2g 0.900
checks complete
```
